# Choosing the recursive Green-function solver for a layered oxide channel

The Green function of a channel can be obtained by inverting one large matrix, or by working through it layer by layer. If each layer couples only to its two neighbours, two sweeps of the recursion give the same diagonal blocks as the full inversion, apart from rounding. With $A_n$ the diagonal blocks of the matrix to be inverted, $B_n=A_{n,n+1}$ and $C_n=A_{n+1,n}$, the sweeps are

$$g_1=A_1^{-1},\qquad g_n=\left(A_n-C_{n-1}g_{n-1}B_{n-1}\right)^{-1},$$
$$G_N=g_N,\qquad G_n=g_n+g_nB_nG_{n+1}C_ng_n .$$

For $N$ layers of $M$ grid points or orbitals, the work grows as $NM^3$ instead of $(NM)^3$. The blocks $G_n$ give the density of states in each layer.

## What the solver inverts

The matrix is

$$A=(E+i\eta)I-H-\Sigma ,\qquad \eta>0,$$

where $H$ is the Hermitian channel Hamiltonian, $E$ the energy and $\eta$ a small broadening. The self-energy $\Sigma$ replaces the two contacts and acts in the end layers. A layer here is a slice across the film, one grid step $a$ long in the transport direction; it is not a deposited sublayer.

In the effective-mass model used below, second differences on a square grid give a hopping $-t$ between neighbouring points and a site energy $4t$ plus the local potential, with

$$t=\frac{\hbar^2}{2ma^2}.$$

Since $A$ contains $-H$, its coupling blocks are $B_n=C_n=+tI$. The wave number along the device width is set to zero.

For clean contacts that continue the film, let $U$ hold the eigenvectors of one potential-free layer and $\varepsilon$ be one of its eigenvalues. Adding a layer to a semi-infinite lead reproduces the lead, so the surface Green function $s$ of each mode obeys

$$s=\frac{1}{z-\varepsilon-t^2s}\quad\Rightarrow\quad t^2s^2-(z-\varepsilon)s+1=0,\qquad z=E+i\eta .$$

The two roots have product $1/t^2$. Neither has $|ts|=1$, because $ts=e^{i\theta}$ would make $z-\varepsilon=2t\cos\theta$ real. One root therefore has $|ts|<1$. The amplitude in the lead changes by the factor $-ts$ per layer, so this is the root that decays away from the source. Eliminating the lead subtracts $t^2s$ from the end layer of $A$, hence $\Sigma=t^2U\,\mathrm{diag}(s)\,U^T$.

## Why two sweeps suffice

Split the channel after some layer and write

$$A=\begin{pmatrix}P&Q\\R&S\end{pmatrix},\qquad A^{-1}=\begin{pmatrix}X_{11}&X_{12}\\X_{21}&X_{22}\end{pmatrix}.$$

The second block column of $AA^{-1}=I$ reads

$$PX_{12}+QX_{22}=0,\qquad RX_{12}+SX_{22}=I .$$

The first equation gives $X_{12}=-P^{-1}QX_{22}$. Inserted in the second, it gives

$$X_{22}=\left(S-RP^{-1}Q\right)^{-1}.$$

Apply this to a channel cut off after layer $n$, with $S=A_n$. Since $Q$ and $R$ touch only layer $n-1$ of the left part, only the last diagonal block of $P^{-1}$ enters. Call that block $g_{n-1}$, and the forward formula follows. Thus $g_n$ describes layer $n$ at the end of a shortened channel. It knows nothing of the layers or the contact to its right.

To restore them, return to the whole channel, split after layer $n$. The upper left block of $A^{-1}A=I$ is $X_{11}P+X_{12}R=I$. Multiplying by $P^{-1}$ from the right and inserting $X_{12}$,

$$X_{11}=P^{-1}-X_{12}RP^{-1}=P^{-1}+P^{-1}QX_{22}RP^{-1}.$$

Now take the block of layer $n$. The corresponding block of $P^{-1}$ is $g_n$; $Q$ and $R$ reduce to $B_n$ and $C_n$; and the first diagonal block of $X_{22}$ is $G_{n+1}$. This is the backward formula. The same block of $X_{12}$ gives the neighbour block $G_{n,n+1}=-g_nB_nG_{n+1}$.

A chain of three single-site layers shows the order of operations. Take site energies 0, 0.2 and −0.1 eV, hopping −1 eV and $E+i\eta=0.5+0.1i$ eV. Then $B_n=C_n=1$ eV and, in 1/eV,

$$g_1=\frac{1}{0.5+0.1i}=1.923-0.385i,$$
$$g_2=\frac{1}{0.3+0.1i-g_1}=-0.566-0.169i,$$
$$G_3=g_3=\frac{1}{0.6+0.1i-g_2}=0.815-0.188i .$$

Going back,

$$G_2=g_2+g_2^2G_3=-0.292-0.068i,$$
$$G_1=g_1+g_1^2G_2=0.784-0.194i .$$

The first layer's real part has fallen from 1.923 to 0.784 because the backward sweep has connected it to the rest of the chain.

## Setting the broadening

A positive $\eta$ guarantees that every inversion in the sweeps exists. For a retarded contact, $(\Sigma-\Sigma^\dagger)/(2i)$ has no positive eigenvalue, so for any vector $v$

$$\mathrm{Im}\,(v^\dagger Av)=v^\dagger\frac{A-A^\dagger}{2i}v\ \ge\ \eta\,|v|^2 .$$

Choosing $v$ to vanish beyond layer $n$ gives the same inequality for the shortened matrix $P$. Then $|v||Pv|\ge|v^\dagger Pv|\ge\eta|v|^2$, so $P$ is invertible and $\|P^{-1}\|\le1/\eta$. Its block $g_n$ obeys the same bound. The matrix inverted at step $n$ is also nonsingular, because its determinant is the ratio of the determinants of two successive shortened matrices, both nonzero.

At $\eta=0$ this guarantee is lost. Two isolated sites at energy zero with hopping −1 eV give, at $E=0$,

$$A=\begin{pmatrix}0&1\\1&0\end{pmatrix}.$$

This matrix has an inverse, but the forward sweep starts with $1/0$.

A very small $\eta$ avoids the division by zero and can still lose digits. In the same example, with energies in eV, $g_1=-i/\eta$ and $G_2\simeq-i\eta$, so

$$G_1=g_1+g_1^2G_2\simeq-\frac{i}{\eta}+\frac{i}{\eta},$$

while the true value is $i\eta/(-\eta^2-1)\simeq-i\eta$. Two terms of size $1/\eta$ cancel to leave one of size $\eta$. In double precision, with rounding near $10^{-16}$, the expected relative error of $G_1$ is about $10^{-16}/\eta^2$. The computed error is $1.0\times10^{-10}$ at $\eta=10^{-3}$ eV. At $\eta=10^{-10}$ eV the estimate is $10^4$, far above 1, so no digit can be trusted. In this run the two rounded terms cancel to exactly zero, which makes the computed error 1.0.

A two-sided variant starts a second sweep at the right end, giving $g_n^R$, and eliminates both neighbours of layer $n$ at once:

$$G_n=\left(A_n-C_{n-1}g_{n-1}B_{n-1}-B_ng^R_{n+1}C_n\right)^{-1}.$$

Terms that refer to layers outside the channel are dropped. For the two sites this gives $G_1=1/(i\eta-1/(i\eta))$, which has no such cancellation, and its computed relative error is at rounding level for both values of $\eta$. This one case does not prove that the variant is more accurate for every matrix.

Too large an $\eta$ changes the physics. For a closed channel with eigenstates $\psi_j$ and energies $E_j$, the density of states per spin and unit length in layer $n$ is

$$D_n=-\frac{\mathrm{Im\,Tr}\,G_n}{\pi a}
=\frac1a\sum_j|\psi_j(n)|^2\,\frac{\eta/\pi}{(E-E_j)^2+\eta^2},$$

where $|\psi_j(n)|^2$ is summed over the points of the layer. Each level becomes a Lorentzian of half-width $\eta$. An energy grid much coarser than $\eta$ can miss it, so $\eta$ and the energy step should be reduced together.

## A worked film

Take a film with mass $0.34\,m_e$, thickness $d=5$ nm and length 30 nm. With $a=0.5$ nm and hard walls there are $M=9$ points across the film and $N=60$ layers, and $t=0.448$ eV. The energy is 0.15 eV above the mean band edge and $\eta=1$ meV. One sample of disorder is made from Gaussian random numbers, smoothed with a Gaussian of width 1 nm and scaled to 0.05 eV rms.

The densities of states, in 1/(eV nm), are:

| Layer | Forward sweep only | Both sweeps |
|---:|---:|---:|
| 1 | 0.675 | 1.467 |
| 30 | 0.333 | 2.169 |
| 60 | 2.141 | 2.141 |

Only the last layer is finished after the forward sweep. In the middle, stopping there would give less than a sixth of the correct value for this model.

A dense inversion of the same $540\times540$ matrix gives the same diagonal blocks. The largest difference between matrix elements is $3.0\times10^{-15}$ of the largest element in those blocks.

The mean over all layers is 1.94, against 1.59 for the film without disorder. The disordered value belongs to this sample and these settings. It falls to 1.75 at $\eta=10^{-5}$ eV. With the potential interpolated onto finer grids it rises to about 2.4 at half the grid step and to between 2.7 and 2.9 at a quarter of it, depending on the interpolation, so it is not converged in the grid. Eight other samples gave values from 1.6 to 7.2. In the clean film the effects of $\eta$ and the grid are smaller and can be traced by hand. In an infinite clean film a layer has leads on both sides, so for one mode $G=1/(z-\varepsilon-2t^2s)$. Solving the quadratic for $s$ turns this into $G=\pm1/\sqrt{(z-\varepsilon)^2-4t^2}$.

The subbands start at $\varepsilon-2t$, here 0.0439 and 0.1712 eV, so the first is open. With $2t(1-\cos q)=0.1061$ eV, $\sin q=0.472$ and the square root has magnitude $2t\sin q$. Its contribution is

$$\frac{1}{2\pi a\,t\sin q}=1.505\ \text{per eV nm}.$$

The second subband starts $\delta=0.0212$ eV above $E$. For $\eta\ll\delta\ll t$,

$$G\simeq-\frac{1}{2\sqrt{t(\delta-i\eta)}}\simeq-\frac{1}{2\sqrt{t\delta}}\left(1+\frac{i\eta}{2\delta}\right),$$

which adds $\eta/(4\pi a\sqrt t\,\delta^{3/2})=0.077$. The sum, 1.58, nearly accounts for the computed 1.59. About 5% of the clean density of states is therefore a tail produced by $\eta$, from a subband that is still closed. The continuum formula for the first subband gives 1.46, so the grid raises that contribution by about 3%. Near a subband edge, repeat the calculation with a smaller $\eta$ before interpreting such a difference.

## When the recursion pays

The forward sweep needs one inversion and two products per layer, and the backward sweep four products. Each costs of order $M^3$ operations, so at fixed $M$ the total is linear in $N$. If an inversion costs about as much as a product, $7NM^3$ equals the dense $N^3M^3$ near $N=3$. This is a rough crossover, since real libraries differ in speed.

Processor times for disordered films with the same cross-section, best of five runs on one machine, were:

| Layers | Time (ms) | Per layer (µs) |
|---:|---:|---:|
| 200 | 10.4 | 52 |
| 400 | 20.7 | 52 |
| 800 | 41.4 | 52 |
| 1600 | 69.6 | 44 |
| 3200 | 152.8 | 48 |

A power-law fit gives $N^{0.95}$. The time per layer shows no growth over a sixteenfold increase in length, and its scatter leaves the second decimal of the exponent uncertain.

Dense inversion took 23 ms for 40 layers, 252 ms for 80 and 1660 ms for 160, which fits $N^{3.08}$. The recursion needed 4.8 ms for the same 160 layers, about 350 times less. That is 30 µs per layer, below the range in the table, so the ratio should be read as a rough one. The diagonal blocks agreed to within $6\times10^{-15}$ at all three lengths, relative to their largest element.

At 3200 layers the blocks $G_n$ occupy 4.15 MB, and storing all $g_n$ needs as much again. The dense inverse would need 13.3 GB. A sparse direct solve for the middle layer of this channel differs from the recursion by $2.2\times10^{-15}$ of the block's largest element.

The cube of $M$ leads to a rule for choosing layers: make them as thin as nearest-neighbour coupling allows. Merging $p$ layers into one leaves $N/p$ blocks of size $pM$ and multiplies the number of operations by $p^2$. For small blocks the run time grows much less, because the fixed cost of each matrix call dominates: at $M=9$, merging four layers made the run about 1.5 to 2 times longer, depending on the machine, not 16. For random full blocks, with five layers held fixed, the time between $M=80$ and $M=240$ grew as $M^{2.62}$. The exponent below 3 may reflect more efficient use of the processor by larger matrices; this was not examined separately.

Slicing along another direction is allowed only if the contacts permit it. In this film $\Sigma$ links all points across an end face. Slices parallel to the film surface would therefore be coupled beyond nearest neighbours, and the recursion in this form would fail. Scattering self-energies that link distant layers break it in the same way; those confined to one layer do not.

## What the example says about a real oxide

The mass and the mobility used here, about 10 cm²/Vs, are rough values for amorphous indium gallium zinc oxide. The film is thin and the channel very short compared with display transistors, whose channels are micrometres long.

The assumption that fails most clearly is coherent motion. The mobility implies a lifetime $\tau=\mu m/e=1.9$ fs, a level width $\hbar/\tau=0.34$ eV and, at the speed set by $E$ minus the first subband edge, a mean free path of 0.64 nm. This is about one fiftieth of the channel length. It is so short that the picture of a free electron with a lifetime is itself doubtful. Replacing $\eta$ by $\hbar/(2\tau)=0.17$ eV in channel and contacts, with the disorder unchanged, raises the mean density of states of this sample from 1.94 to 2.38 per eV nm, or 23%. Disorder is counted twice here, because the mobility already includes scattering by it. Not even the sign of this change is reliable. With the grid step halved, the same sample shows a fall of 6% to 10%, depending on the interpolation, and in eight other samples on the original grid the change ran from −67% to +45%.

Temperature also changes this number. Averaging over energy with the derivative of the Fermi function at 300 K, with the Fermi level at $E$ and the disorder and $\eta$ held fixed, gives 3.02, or 56% above the single-energy value. With the grid step halved and the potential interpolated by cubic splines, the increase is only 24%. The second clean subband starts less than $k_BT=26$ meV above $E$, and its transverse mode supplies 87% of the increase found on the original grid. In the eight other samples the change ran from about −57% to +76%. The wave number along the width, so far set to zero, matters as well: when all its values are summed for the first sample, the thermal average on the original grid lies 4% below the single-energy value.

The model also assumes a neutral film without a gate field. With the Fermi level at $E$, the first clean subband holds $n=m(E-E_1)/(\pi\hbar^2)=1.5\times10^{13}$ cm⁻² at zero temperature, both spins included and $E_1$ being its edge. Spread over 5 nm this is $3\times10^{19}$ cm⁻³, which suits a heavily doped film better than a lightly doped transistor channel. Uniform donors and carriers distributed as $\sin^2(\pi y/d)$ across the film leave a net charge density $(en/d)\cos(2\pi y/d)$. Integrating Poisson's equation twice gives a potential swing $end/(2\pi^2\epsilon)$, or 0.07 V for a rough relative permittivity of 10. That is comparable with the disorder, so a device calculation should determine the potential self-consistently. Its effect on the density of states was not computed, nor was that of disorder varying along the width.

For such a channel the recursive solver saves time and memory compared with dense inversion, but the agreement between the two concerns only the matrix supplied to them. Scattering, temperature and electrostatics must be put into the calculation before its output can describe a device.
